# Why a racemic conglomerate doubles the vapour pressure of its enantiomers

Put crystals of the pure right-handed form D of a chiral complex in an evacuated vessel at temperature $T$. Molecules leave the crystals until the vapour reaches a pressure $p_0$, at which as many return as leave. A second vessel with crystals of the left-handed form L reaches the same $p_0$, because it is the mirror image of the first.

Now put both kinds of crystal in one vessel of the same volume. If the vapour is ideal, the D molecules in it are unaffected by the L molecules. If an L molecule cannot be built into a D crystal, its presence does not help the D crystals to grow either. The balance between D crystals and D vapour is therefore what it was before, and so is that for L. Each vapour has pressure $p_0$, and the total is $2p_0$.

One can also see why a total of $p_0$ would not be enough. In a racemic vapour of that total pressure, D has a partial pressure of $p_0/2$. The D crystals are then in contact with vapour at half their saturation pressure, and they go on subliming. So do the L crystals.

This argument uses several properties of the crystals and the molecules. A model that can be solved in full shows what each of them does.

## The closed vessel

A racemic conglomerate is a mechanical mixture of pure D crystals and pure L crystals in equal amounts. Let the vessel have volume $V$ and contain $N_D$ and $N_L$ moles of the two enantiomers, of which $n_D$ and $n_L$ are in the gas. Configurational stability means that $N_D$ and $N_L$ are separately fixed. The surroundings are achiral, so mirror symmetry gives both crystals the same molar chemical potential $\mu_s$, and both gases the same standard chemical potential $\mu^\circ$ at the standard pressure $P^\circ=1$ bar. The volume of the crystals and the effect of pressure on $\mu_s$ are neglected.

For an ideal gas $p_i=n_iRT/V$. Its Helmholtz energy is its Gibbs energy minus $p_iV=n_iRT$, so the vessel has

$$
A=\sum_{i=D,L}\left\{(N_i-n_i)\mu_s+n_i\left[\mu^\circ+RT\ln\frac{n_iRT}{VP^\circ}-RT\right]\right\}.
$$

At fixed $T$ and $V$, equilibrium is the minimum of $A$. Differentiating the logarithmic term gives an extra $+RT$, which cancels the $-RT$ in the bracket:

$$
\frac{\partial A}{\partial n_i}=-\mu_s+\mu^\circ+RT\ln\frac{p_i}{P^\circ}.
$$

The second derivative is $RT/n_i>0$, so a zero of this expression is a minimum. With $\Delta G_{\rm sub}=\mu^\circ-\mu_s$ it lies at

$$
p_i=P^\circ e^{-\Delta G_{\rm sub}/RT}\equiv p_0 .
$$

The energy $A$ is a sum of a D part and an L part with no term joining them. There are thus two separate conditions, and

$$
p_{\rm congl}=p_D+p_L=2p_0,\qquad p_{\rm pure}=p_0 .
$$

The amounts $N_D$ and $N_L$ have dropped out. An unequal mixture of the two crystals has the same saturated pressure, provided that some of each remains. The phase rule agrees: two components in three phases (D crystal, L crystal, vapour) leave $2-3+2=1$ free variable, so fixing $T$ fixes the pressure.

If there is too little L to saturate the vessel, $N_L<p_0V/RT$, the derivative with respect to $n_L$ is negative over the whole allowed range. All the L evaporates, and the total is $p_0+N_LRT/V$.

## Numbers for a model precursor

Take a complex with sublimation enthalpy 120 kJ/mol and sublimation entropy 220 J/(mol K), at 400 K. Then

$$
\Delta G_{\rm sub}=120-400\times0.220=32.0\ \text{kJ/mol},
$$

which gives $p_0=6.63$ Pa, or 0.0497 Torr. The conglomerate has $2p_0=13.25$ Pa, or 0.0994 Torr.

As a test, $A$ was minimized numerically for a 1.0 L vessel, without using the formula for $p_0$. With 1000 micromol of each enantiomer, each partial pressure came out as 0.0497 Torr. With a 90:10 mixture the total was still 0.0994 Torr. Saturating the vessel takes 1.993 micromol of L. With 0.5 micromol, the L pressure is $(0.5/1.993)\times0.0497=0.0125$ Torr and the total is 0.0622 Torr, as the minimization also found. The same small amount sets a strict purity condition on the reference sample. In 1000 micromol of nominally pure D, 0.1 % of L raises the pressure to $1.5p_0$ and lowers the ratio to 1.33, and 0.2 % of L saturates the vessel and makes the ratio 1.

Since $d\ln p_0/d(1/T)=-\Delta H_{\rm sub}/R$ for constant sublimation enthalpy, a pure enantiomer reaches the doubled pressure at a temperature $T'$ given by

$$
\frac1{T'}=\frac1T-\frac{R\ln2}{\Delta H_{\rm sub}} .
$$

Here $T'=407.8$ K. The doubling is worth a rise of 7.8 K.

## The cause lies in the solid

Two species in the gas are not enough to double the pressure. Suppose the enantiomers formed an ideal solid solution, in which either molecule fits equally well at any site. In a crystal with mole fractions $x_D$ and $x_L$, mixing lowers the chemical potential of each species to $\mu_s+RT\ln x_i$. Equality with the gas gives $p_i=x_ip_0$, and therefore

$$
p_D+p_L=(x_D+x_L)p_0=p_0 .
$$

The vapour still contains two species, but the doubling has gone. Minimization with this mixing energy gave 0.0497 Torr for the racemic feed. What produces the factor 2 is that each enantiomer keeps unit activity in a crystal of its own.

The cases between can be followed with a regular solution. Let $x$ be the fraction of L in a crystal, and let $w$ measure the energy cost of unlike neighbours. The molar Gibbs energy of mixing, divided by $RT$, is

$$
g(x)=x\ln x+(1-x)\ln(1-x)+Wx(1-x),\qquad W=\frac{w}{RT}.
$$

The activities follow from the tangent to this curve:

$$
\ln a_D=g-xg',\qquad \ln a_L=g+(1-x)g' .
$$

For a racemic sample that separates, the two crystals have compositions $x$ and $1-x$. Equilibrium requires the same $a_D$ in both. By mirror symmetry, $a_D$ in the second crystal equals $a_L$ in the first. Hence $a_D=a_L$ within one crystal, and subtracting the two expressions above gives $g'=0$. Both logarithms then equal $g$ at its minimum, and

$$
\frac{p_{\rm rac}}{p_0}=a_D+a_L=2e^{g_{\min}} .
$$

For $0\le W\le2$ the minimum is at $x=1/2$, where $g=-\ln2+W/4$. There is one mixed solid, and the ratio is $e^{W/4}$, which equals 1 for the ideal solution. For $W>2$ the curvature at the middle, $g''(1/2)=4-2W$, is negative. The solid separates into two kinds of crystal, and as $W$ grows their compositions approach the pure ends, where $g=0$ and the ratio is 2. It stays below 2 at finite $W$, since $g$ starts from zero at $x=0$ with a slope of $-\infty$, so that its minimum is negative.

With $w=20$ kJ/mol at 400 K, each crystal takes up 0.25 % of the wrong enantiomer, and the ratio is 1.995. This small solubility matters more when L is scarce: 1000 micromol of D crystals can hold 2.5 micromol of L, more than the 1.993 micromol in the saturated gas. With 0.5 micromol of L the total is then 0.0553 Torr instead of 0.0622 Torr.

## When a racemic compound forms

The enantiomers may instead crystallize together in a definite 1:1 compound. Let this compound be more stable than the separate crystals by $G_c>0$ per mole of DL pairs. Equilibrium between the compound and the vapour requires

$$
\mu_D^{\rm gas}+\mu_L^{\rm gas}=2\mu_s-G_c .
$$

Each gas potential exceeds $\mu_s$ by $RT\ln(p_i/p_0)$, so

$$
RT\ln\frac{p_Dp_L}{p_0^2}=-G_c .
$$

A racemic sample gives $p_D=p_L$, and the total is

$$
p_{\rm comp}=2p_0e^{-G_c/2RT}.
$$

The 2 in the exponent appears because $G_c$ is shared between two molecules. For $G_c=2.0$ kJ/mol the total is 0.0736 Torr, or 1.48 times $p_0$. At $G_c=2RT\ln2=4.61$ kJ/mol the racemate and the pure enantiomer have equal pressures, and for larger $G_c$ the racemate is the less volatile. These values need an exactly racemic sample. Once an excess of D is too large for the gas to hold, pure D crystals appear, $p_D=p_0$, and the total is $p_0(1+e^{-G_c/RT})$, which is always above $p_0$. For $G_c=2.0$ kJ/mol in the 1.0 L vessel an excess of 0.9 micromol is enough, and the ratio becomes 1.55. A conglomerate with $G_c>0$ is metastable. It can show $2p_0$ only as long as the compound does not form.

## Why configurational stability is required

Interconversion does not change the pressure over the conglomerate, where $p_D=p_L$ already. It changes the pressure over the pure enantiomer, with which the conglomerate is compared.

Suppose D crystals are alone in the vessel, but D and L interconvert freely. Chemical equilibrium in the gas requires equal chemical potentials and hence $p_L=p_D$. The D crystals hold $p_D$ at $p_0$, so the total over an initially pure enantiomer becomes $2p_0$. The ratio of the two samples is then 1, not 2.

For slow inversion in the gas, with rate constant $k$ in each direction, and crystals that exchange quickly enough to keep $p_D=p_0$,

$$
\frac{dp_L}{dt}=k(p_0-p_L).
$$

Starting from $p_L=0$, this gives $p_L=p_0(1-e^{-kt})$, and therefore

$$
p_{\rm pure}(t)=p_0(2-e^{-kt}),\qquad
\frac{p_{\rm congl}}{p_{\rm pure}(t)}=\frac{2}{2-e^{-kt}} .
$$

An activation free energy of 145 kJ/mol in the transition-state rate $k=(k_BT/h)e^{-\Delta G^\ddagger/RT}$ gives $k=9.7\times10^{-7}\ \text{s}^{-1}$ at 400 K. After one hour $kt=0.0035$, and the ratio is 1.993. After $1/k=287$ h it would be $2/(2-e^{-1})=1.23$. "Stable" thus means stable over the time of the measurement at its temperature. Inversion on the walls or in the crystals is not included in this estimate, nor is uptake of L by the D crystals. With the solubility for $w=20$ kJ/mol and 1000 micromol of crystals, this uptake would leave the ratio after $1/k$ at 1.47.

## The upper temperature limit

The conglomerate melts below the melting point $T_m$ of its enantiomers. Treat the racemic melt as an ideal mixture, in which each enantiomer has activity 1/2 relative to its pure liquid. The two partial pressures are $p_{\rm liq}/2$ each, so the melt has the total pressure $p_{\rm liq}$ of the pure liquid enantiomer. For constant fusion enthalpy, $\mu_{\rm liq}-\mu_s=\Delta H_{\rm fus}(1-T/T_m)$, and

$$
\frac{p_{\rm liq}}{p_0}=\exp\left[\frac{\Delta H_{\rm fus}}R\left(\frac1T-\frac1{T_m}\right)\right].
$$

The two crystals coexist with the racemic melt when both have the same vapour pressure, $2p_0=p_{\rm liq}$. Taking logarithms gives the eutectic temperature:

$$
\frac1{T_e}=\frac1{T_m}+\frac{R\ln2}{\Delta H_{\rm fus}} .
$$

With $T_m=490$ K and $\Delta H_{\rm fus}=30$ kJ/mol, $T_e=447.8$ K, so the example at 400 K is safely solid. Between $T_e$ and $T_m$ the racemate is liquid while the pure enantiomer is still crystalline, and the ratio is $p_{\rm liq}/p_0$. It falls from 2 at $T_e$ to 1 at $T_m$, and is 1.37 at 470 K.

## Saturation pressure and delivery rate

A doubled equilibrium pressure does not mean that a given surface evaporates twice as fast. Consider a well-mixed evaporator from which vapour is removed at volume flow $Q$. Let the crystals have total area $S$ and evaporation coefficient $\alpha$. Kinetic theory gives their surface a conductance

$$
C=\alpha S\sqrt{\frac{RT}{2\pi M}},
$$

where $M$ is the molar mass. For one enantiomer with conductance $C_i$,

$$
V\frac{dp_i}{dt}=C_i(p_0-p_i)-Qp_i,
$$

and in the steady state $p_i=p_0C_i/(C_i+Q)$. A pure sample has $C_i=C$. In a conglomerate of the same total area, shared equally between the two kinds of crystal, each enantiomer has only $C_i=C/2$, and the two together give

$$
2p_0\frac{C/2}{C/2+Q}=\frac{2p_0C}{C+2Q}.
$$

At equal total area, flow and temperature the ratio of delivered vapour is therefore

$$
\frac{2p_0C/(C+2Q)}{p_0C/(C+Q)}=\frac{2(C+Q)}{C+2Q}.
$$

It tends to 2 for $Q\ll C$, where the vapour is saturated, and to 1 for $Q\gg C$, where molecules are removed before they can return. In that limit two half-areas emit as much as one whole area.

For 100 cm$^2$ of crystal, $M=350$ g/mol and $\alpha=1$, $C=3.9\times10^5$ cm$^3$/s. A flow of 200 cm$^3$/s leaves the ratio at 1.999. The saturated delivery, $Qp_0M/RT$, is 502 mg/h for the pure enantiomer and 1004 mg/h for the conglomerate. With $\alpha=10^{-3}$, $C=389$ cm$^3$/s, and the ratio falls to

$$
\frac{2(389+200)}{389+400}=1.49 .
$$

These values assume equal areas; a 90:10 split of the area gives 1.21 instead of 1.49. Diffusion through a carrier gas is left out of this model, and so is cooling of the crystals. At 200 cm$^3$/s the pure sample draws under 0.05 W of sublimation heat, but free evaporation with $\alpha=1$ would draw about 93 W.

## The model beside real precursors

The parameters are round values chosen for illustration, not data for a particular compound. Volatile chiral complexes do exist: in the chromium(III) tris($\beta$-diketonates), three chelate rings make the molecule a left- or right-handed propeller. The assumption most open to doubt in a real case is the conglomerate itself. Racemic chromium(III) acetylacetonate, for example, crystallizes with both enantiomers in the same crystal, so the factor 2 should not be applied to it. In the model, a compound stability of only 2.0 kJ/mol of pairs already lowers the ratio to 1.48. The crystal structure of the racemate must be known before the rule is used.

Temperature control comes next. An error of 1 K in one of the two measurements raises its pressure by 9.4 % or lowers it by 8.6 %, and changes the ratio by a similar fraction. Small crystals have a raised pressure, by the factor $\exp(2\gamma M/\rho rRT)$ for a sphere of radius $r$, surface energy $\gamma$ and density $\rho$. For 1 $\mu$m, 0.05 J/m$^2$ and 1.35 g/cm$^3$ the rise is 0.8 %, and it cancels from the ratio if both samples have crystals of the same size.

The assumption of an ideal vapour costs far less. The crystals fix the fugacity $f$ of each enantiomer. With $z=f/RT$ and second virial coefficients $B$ for like and $B'$ for unlike pairs, the pressure divided by $RT$ is $z-Bz^2$ over the pure enantiomer and $2z-2(B+B')z^2$ over the conglomerate. To first order in $z$ the ratio is

$$
\frac{2[1-(B+B')z]}{1-Bz}\approx2(1-B'z).
$$

The like-pair term cancels, and attraction between unlike molecules, $B'<0$, raises the ratio slightly. For assumed values $B=-5000$ and $B'=-8000$ cm$^3$/mol the change is $3\times10^{-5}$. With coefficients of this size, the gas law cannot explain a measured ratio well away from 2. The solid, the enantiomeric purity of the reference sample, inversion, temperature and incomplete saturation should be examined first, and in a real sample also volatile impurities and decomposition. The numerical output below lists the values used here.

## Calculated quantities

```
temperature: 400 K; vessel volume: 1.0 L
sublimation enthalpy: 120 kJ/mol
sublimation entropy (1 bar): 220 J/(mol K)
sublimation free energy: 32.0 kJ/mol
feed of each enantiomer: 1000 micromol
pure enantiomer, minimized: 0.04971 Torr
pure enantiomer, formula: 0.04971 Torr = 6.627 Pa
conglomerate D partial: 0.04971 Torr
conglomerate L partial: 0.04971 Torr
conglomerate total: 0.09941 Torr = 13.254 Pa
conglomerate/pure ratio: 2.00000
90:10 conglomerate total: 0.09941 Torr
L needed to saturate vessel: 1.993 micromol
total with only 0.5 micromol L: 0.06218 Torr
ideal solid solution total: 0.04971 Torr
interconverting pure feed total: 0.09941 Torr
compound stability: 2.0 kJ/mol of pairs
compound total: 0.07360 Torr; ratio to pure: 1.481
compound stability giving ratio 1: 4.61 kJ/mol
solid interaction: 20 kJ/mol; wrong enantiomer: 0.251 %
ratio with this solid solubility: 1.9950
enantiomer melting point: 490 K; fusion enthalpy: 30 kJ/mol
conglomerate eutectic temperature: 447.8 K
melt/pure-crystal ratio at 470 K: 1.368
inversion barrier: 145 kJ/mol
one-way inversion rate: 9.69e-07 1/s; 1/k: 287 h
ratio after 1 h of gas inversion: 1.9931
crystal area: 100 cm2; flow: 200 cm3/s
molar mass: 350 g/mol
surface conductance, coefficient 1: 3.889e+05 cm3/s
flow ratio, evaporation coefficient 1: 1.9990
flow ratio, coefficient 1e-03: 1.493
ratio near free evaporation: 1.0000
saturated delivery, pure: 502 mg/h
saturated delivery, conglomerate: 1004 mg/h
virial coefficients, same/cross: -5000/-8000 cm3/mol
change of ratio from non-ideal vapour: 3.19e-05
surface energy: 0.05 J/m2; density: 1.35 g/cm3
pressure rise for 1 um radius: 0.78 %
pressure rise for 1 K error: 9.42 %
pure enantiomer reaches doubled pressure at: 407.83 K (rise 7.83 K)
```
